\section*{Viscous smoothing of a ripple on a deep resist sidewall, part 2}

Surface tension smooths a ripple on the sidewall of a heated resist line, and viscosity resists it. The axis $x$ is normal to the wall and $y$ runs along the line. The ripple has amplitude $a$, wavelength $\lambda$ and wavenumber $k=2\pi/\lambda$. The resist is an incompressible Newtonian liquid of viscosity $\eta$, density $\rho$ and surface tension $\gamma$. The slope $ka$ is small, and inertia and gravity are neglected. Formulas hold in any consistent units. A dot means a time derivative and a prime an $x$ derivative.

On a deep wall, where the flow dies out before it meets another boundary, the amplitude decays as $e^{-\Gamma t}$ with $\Gamma=\gamma k/(2\eta)$, and the spectral power as $e^{-2\Gamma t}$. The flow reaches to a depth of order $1/k$.

A line of finite width fills $-b<x<b$, with $q=kb$, $s=\sinh q$ and $c=\cosh q$. The wall at $x=b$ is displaced outward by $a\cos ky$. The other wall either mirrors it, so that the width varies, or runs parallel to it, so that the line wiggles at constant width. The normal velocity is $u(x)\cos ky$, and $\dot a=u(b)$. Zero shear stress at $x=b$ requires $u''+k^2u=0$, and the normal-stress condition is
\begin{equation}
\eta\left(3u'-\frac{u'''}{k^2}\right)=-\gamma k^2a\qquad\text{at }x=b .
\label{normalb}
\end{equation}

For mirrored walls $u=F\sinh kx+Gx\cosh kx$, with constants $F$ and $G$. At $x=b$,
\begin{align}
u'&=kFc+Gc+Gqs,\nonumber\\
u''&=k^2Fs+2kGs+kGqc,\label{oddderivs}\\
u'''&=k^3Fc+3k^2Gc+k^2Gqs=k^2(u'+2Gc).\nonumber
\end{align}
The shear condition then gives
\begin{align}
u(b)&=\frac{1}{k}(kFs+Gqc)=-\frac{Gs}{k},\nonumber\\
u'(b)&=G\left(qs-\frac{qc^2}{s}\right)=-\frac{Gq}{s},
\label{oddvalues}
\end{align}
and the decay rate is
\begin{equation}
\Gamma_{\rm mirror}=\Gamma\,\frac{\sinh^2q}{\sinh q\cosh q+q}.
\label{mirror}
\end{equation}
The case of parallel walls comes next.

For parallel walls $u$ is even, $u=F\cosh kx+Gx\sinh kx$, and $s$ and $c$ exchange places in \eqref{oddderivs}. The shear condition gives $kF=-G(1+qs/c)$, from which
\begin{equation}
u(b)=-\frac{Gc}{k},\qquad
u'(b)=G\left(qc-\frac{qs^2}{c}\right)=+\frac{Gq}{c}.
\label{evenvalues}
\end{equation}
The sign of $u'(b)$ has changed, because $c^2-s^2$ now appears with a plus sign. With $u'''=k^2(u'+2Gs)$, the left side of \eqref{normalb} is $\eta(2u'-2Gs)=-2\eta G(sc-q)/c$, and
\begin{equation}
\Gamma_{\rm wiggle}=\Gamma\,\frac{\cosh^2q}{\sinh q\cosh q-q}.
\label{wiggle}
\end{equation}

To see the approach to the deep wall, multiply numerators and denominators by two. The factors become $(\cosh2q\mp1)/(\sinh2q\pm2q)$, with the upper signs for mirrored walls. For large $q$, dividing by $e^{2q}/2$ and keeping terms of order $e^{-2q}$ gives
\begin{equation}
\frac{\Gamma_{\rm mirror}}{\Gamma}\approx1-(2+4q)e^{-2q},\qquad
\frac{\Gamma_{\rm wiggle}}{\Gamma}\approx1+(2+4q)e^{-2q}.
\label{largeq}
\end{equation}
The influence of the second wall is exponentially small, so in this respect a line need not be many wavelengths wide to count as deep. For small $q$ the factors tend to $q/2$ and $3/(2q^3)$; the second follows from $\sinh q\cosh q=\tfrac12\sinh2q\approx q+\tfrac23q^3$. Narrowing the line slows the smoothing of its width and speeds the straightening of its wiggles. These results belong to a free-standing sheet without a top or a foot. A line on a wafer is held at its foot, and surface tension pulls its top down and so widens it. This calculation leaves out both effects, and for a narrow line they are not small: in a tall line that is free to widen, a width ripple with $q$ below about 0.8 grows instead of decaying, and at small $q$ the wiggle rate is about halved.

These formulas were tested against a numerical solution that carries velocity and stress from one wall to the other, using the force balance and the stress law directly. For $q=0.5$, 1, 2 and 4 and both symmetries, the rates agreed to within a relative $10^{-7}$. At $q=8$, three different sets of $k$, $\eta$ and $\gamma$ reproduced the deep rate to within a relative $10^{-4}$.

Consider now a thick line of novolak-type resist, reflowed at 403 K for 60 s. The material values are rough: $\gamma=0.030$ N/m, $\eta=1.0\times10^7$ Pa s and $\rho=1200$ kg/m$^3$. The line is 2000 nm wide and 2000 nm high. Its ripple has $\lambda=500$ nm and an initial amplitude of 5 nm. Then $k=2\pi/(500\ \text{nm})=0.01257$ nm$^{-1}$, or $1.257\times10^7$ m$^{-1}$, and
\begin{equation}
\Gamma=\frac{0.030\times1.257\times10^7}{2\times1.0\times10^7}\ \text{s}^{-1}=0.0189\ \text{s}^{-1},
\qquad \frac1\Gamma=53\ \text{s}.
\label{example}
\end{equation}
During the bake $\Gamma t=1.13$. The amplitude falls by the factor $e^{-1.13}=0.32$ to 1.6 nm, and the spectral power at this wavelength falls to 0.10 of its initial value. With the material and bake time held fixed, a 250 nm ripple keeps 0.10 of its amplitude and a 1000 nm ripple keeps 0.57. The full set of values is in the numerical output.

Here $q=12.6$, and the second wall changes the rate by a relative $6\times10^{-10}$. For the same ripple, the change reaches 5\% at a line width of about 440 nm for mirrored walls and 450 nm for parallel walls, somewhat less than one wavelength. The factors depend on $kb$ alone, so this width grows in proportion to the wavelength. These widths measure the second wall alone. At such a width the settling discussed next lowers the rate by about $1/(2kb)=0.18$ for both symmetries, so a line with a free top departs from the deep rate by 5\% at a much larger width.

The settling of the line matters more here than the second wall. The surface tension of the two walls pulls the top down with a force $2\gamma$ per length of line, which is a compressive stress $\gamma/b$ over the width $2b$. In a plane flow the difference between the two normal stresses is $4\eta$ times the strain rate, so a tall line that is free to widen does so at the rate $\gamma/(4\eta b)$. This stretches the ripple amplitude at the same rate and lowers the decay rate by a relative $1/(2kb)=0.04$. For a line as wide as it is high and held at its foot, this is only an estimate of the size of the effect.

The initial slope is $ka=0.063$. Shifting the ripple by half a wavelength reverses the sign of $a$ without changing the physics, so the first correction to $\dot a/a$ is of order $(ka)^2$, here 0.004. A simulation of a deep wall, with the full curvature and the forces applied on the displaced surface, left a fraction 0.32300 of the amplitude. The linear theory gives 0.32272. A simulation started from 0.5 nm gave 0.32272 as well. Finite slope thus slows the decay slightly in this example, by an amount of no practical weight.

Inertia is smaller than the viscous force by the factor $\rho\gamma/(2\eta^2k)=1.4\times10^{-20}$. Gravity pulls along the wall, and the pressure it can build up over the height $H$ of the line is $\rho gH$, with $g$ the gravitational acceleration. This is $10^{-6}$ of the initial capillary pressure $\gamma k^2a=2.4\times10^4$ Pa.

Chain elasticity matters more. A melt of short, unentangled chains of molar mass $M$ stores an energy of order $k_BT$ per chain when it is deformed faster than the chains relax; $T$ is the temperature and $k_B$ the Boltzmann constant. With $R$ the gas constant, its modulus is of order $G_{\rm c}=\rho RT/M$. For $M=1.5$ kg/mol this is 2.7 MPa, and the relaxation time $\eta/G_{\rm c}$ is 3.7 s. Compared with the decay time,
\begin{equation}
\frac{\eta}{G_{\rm c}}\,\Gamma=\frac{\gamma k}{2G_{\rm c}}=0.07 ,
\label{deborah}
\end{equation}
which suggests a correction to the decay rate of the order of several per cent. The viscosity has cancelled, so a hotter bake does not remove this effect by thinning the resist. The ratio grows as $1/\lambda$. For the same material it would be 0.7 at $\lambda=50$ nm, where a purely viscous description is no longer safe.

The top corner rounds while the ripple decays. A sharp corner has no length of its own, and without inertia the quantities $\gamma$, $\eta$ and $t$ form a single length, $\gamma t/\eta$, which sets the scale of the rounding. The size of the line enters as well, though only weakly. Surface tension pulls on the corner with a net force, and in a plane viscous flow the velocity caused by such a force varies as the logarithm of the distance from it. How far the corner recedes therefore depends logarithmically on the size of the line, and it is not calculated here. After 60 s the length $\gamma t/\eta$ is 180 nm, against a wall height of 2000 nm. At the decay time $t=1/\Gamma$ it equals $2/k=\lambda/\pi$. In this model, then, reducing a ripple by a factor $e$ rounds the corner over a distance that, apart from the logarithm, scales with the ripple's wavelength, whatever the viscosity. Smoothing long waves therefore costs profile shape, and the height and width of the line limit how far it can be taken.

The foot of the wall behaves differently. Resist that sticks to the wafer does not move there, and if the contact line is pinned, a ripple in the foot itself does not decay at all. The influence of the foot extends up the wall over a few times $1/k=80$ nm: at the start of the bake the wall moves at about 0.7 of the deep rate at height $1/k$ and comes within 5\% of it only above about 200 nm. Near the top, the pull on the corner strains the wall at a rate that grows as the inverse of the distance $r$ from the corner, and it lowers the decay rate by a relative amount of about $0.4/(kr)$, which is 0.12 at 250 nm and 0.06 at 500 nm. Apart from corrections of several per cent from settling and chain elasticity, the calculated rate therefore applies to the part of the wall that lies several times $1/k$ above the foot and about a wavelength or more below the top. It should not be used for the bottom edge.

Thermal motion sets a floor. On a square patch of wall of side $L$, write the displacement as a sum of waves $h_{\mathbf q}e^{i\mathbf q\cdot\mathbf r}$, where $\mathbf r$ is the position on the wall and $\mathbf q$ a wavevector. The extra surface energy is $\tfrac12\gamma L^2\sum_{\mathbf q}|\mathbf q|^2|h_{\mathbf q}|^2$. Since $h$ is real, $\mathbf q$ and $-\mathbf q$ share two independent real amplitudes, each with mean energy $\tfrac12k_BT$, so
\begin{equation}
\langle|h_{\mathbf q}|^2\rangle=\frac{k_BT}{\gamma L^2|\mathbf q|^2}.
\label{thermal}
\end{equation}
Summed over wavelengths from 2 nm to $L=2000$ nm, this gives an rms roughness of about 0.46 nm. The short-wave cutoff is a rough choice and enters through a logarithm: 1 nm gives 0.49 nm and 5 nm gives 0.44 nm. The decayed ripple has an rms value of $1.6/\sqrt2\approx1.1$ nm. On an ideal deep wall that stays flat on average, a long reflow brings the roughness to the thermal value, not to zero. On the line considered here the longest waves do not get that far: within a few of their decay times the rounding length $\gamma t/\eta$ reaches the height of the wall.

The largest uncertainty is the viscosity. Near the glass transition it can be estimated from the Williams-Landel-Ferry relation,
\begin{equation}
\log_{10}\frac{\eta}{\eta_g}=-\frac{C_1\Delta T}{C_2+\Delta T},
\label{wlf}
\end{equation}
where $\Delta T$ is the temperature above the transition and $\eta_g$ the viscosity at it. Take the rough universal constants $C_1=17.44$ and $C_2=51.6$ K, and $\eta_g=10^{12}$ Pa s. The example's viscosity is five decades below $\eta_g$, so $5(C_2+\Delta T)=C_1\Delta T$ and $\Delta T=5\times51.6/12.44\ \text{K}=20.7$ K. One kelvin more raises the rate by a factor 1.48 at fixed surface tension. The remaining fraction then drops from 0.32 to $e^{-1.13\times1.48}=0.19$.

Set beside a real process, the example resembles the reflow of thick novolak resist on a hotplate, with a line much wider than those of advanced lithography, which are tens of nanometres wide. The single 5 nm ripple stands for one component of a broad spectrum. Real resist can lose solvent and crosslink during the bake. Both raise the viscosity, and the smoothing is then weaker than the initial viscosity would suggest. If the resist stays liquid and its viscosity stays uniform, $\Gamma t$ is replaced by $(\gamma k/2)\int_0^t dt'/\eta(t')$. A surface that dries first requires a calculation in which the viscosity varies with depth. Because in this estimate one kelvin more raises the rate by about half and one kelvin less lowers it by about a third, a predicted final amplitude is only as good as a viscosity measured on the same resist at the bake temperature.

\section*{Numbers as computed}
\begin{verbatim}
surface tension: 0.030 N/m
viscosity: 1.0e+07 Pa s
density: 1200 kg/m3
bake temperature: 403 K
bake time: 60 s
line width: 2000 nm
line height: 2000 nm
ripple wavelength: 500 nm
initial amplitude: 5.00 nm
wavenumber k: 0.01257 1/nm
initial slope k*a: 0.0628
peak capillary pressure: 2.369e+04 Pa
initial crest speed: 0.0942 nm/s
decay rate: 0.01885 1/s
decay time: 53.05 s
rate times bake time: 1.1310
remaining amplitude fraction: 0.32272
final amplitude: 1.614 nm
remaining spectral power fraction: 0.1041
simulated fraction, 5 nm start: 0.32300
simulated fraction, 0.5 nm start: 0.32272
wavelength 250 nm: decay time 26.53 s, remaining fraction 0.1041
wavelength 1000 nm: decay time 106.10 s, remaining fraction 0.5681
normal velocity at depth 1/k, relative to surface: 0.7358
depth 1/k, also scale of held foot: 79.6 nm
k times half width: 12.566
width-ripple rate change in this line: -6.4e-10
wiggle rate change in this line: 6.4e-10
line width for 5% slower width ripple: 439 nm
line width for 5% faster wiggle: 447 nm
inertia / viscous force: 1.4e-20
gravity / capillary pressure: 9.9e-07
chain molar mass: 1.5 kg/mol
chain elastic modulus estimate: 2.68 MPa
polymer relaxation time: 3.73 s
relaxation time / decay time: 0.070
corner rounding length after bake: 180 nm
shortest thermal wavelength: 2 nm
thermal rms roughness: 0.46 nm
WLF constants: 17.44 and 51.6 K
viscosity at glass transition: 1e+12 Pa s
bake above glass transition: 20.7 K
rate factor for 1 K hotter bake: 1.48
\end{verbatim}
